# Exact kick-out diffusion profiles by exchanging position and accumulated amount

## The result

Let $C(x,t)>0$ be the concentration of a substitutional metal whose diffusivity varies as the inverse square of its own concentration,

$$
C_t=\partial_x\!\left(\frac{K}{C^2}\,C_x\right),\qquad K=\text{constant}. \tag{1}
$$

Subscripts $x$, $t$, $M$ denote partial derivatives. Let $M$ be the accumulated amount of metal per area, counted from a plane that no net metal crosses, so that $M_x=C$. If position is written as a function of $M$ and $t$, it obeys the linear heat equation

$$
x_t=K\,x_{MM},\qquad C=\frac1{x_M}. \tag{2}
$$

For a wafer $-L<x<L$ that starts empty and whose surfaces are held at a concentration so far above that inside that it is treated as infinite, this gives

$$
C=C_m\exp\{[\operatorname{erf}^{-1}(x/L)]^2\},\qquad C_m=\frac{\sqrt{\pi K t}}{L}. \tag{3}
$$

The variable to exchange with position is the accumulated amount, not the concentration. Exchanging $x$ and $C$ leaves a nonlinear equation, as shown below. Profile (3) is derived twice: through (2), and by separating variables in (1).

## Where the inverse square comes from

In the kick-out reaction, an interstitial gold atom takes a lattice site and ejects a silicon atom, $\mathrm{Au}_i\rightleftharpoons\mathrm{Au}_s+\mathrm{I}$. Let $C$ be the concentration of $\mathrm{Au}_s$ and $C_I$ that of self-interstitials. Their equilibrium values are $C_s$ and $C_I^{\rm eq}$, and the surfaces hold both. Suppose that interstitial gold moves so fast that it has its equilibrium concentration everywhere. Local mass action then fixes the product

$$
C\,C_I=C_sC_I^{\rm eq}\quad\Rightarrow\quad C_I=\frac{C_sC_I^{\rm eq}}{C}.
$$

Each new $\mathrm{Au}_s$ creates one self-interstitial. Without vacancies or internal sinks, the self-interstitial balance is

$$
\partial_tC_I=D_I\,\partial_x^2C_I+\partial_tC .
$$

By mass action, $\partial_tC_I=-(C_sC_I^{\rm eq}/C^2)\,C_t$. The left side can therefore be dropped when the storage ratio $C_sC_I^{\rm eq}/C^2$ is small, which leaves

$$
C_t=-D_IC_I^{\rm eq}C_s\,\partial_x^2\!\left(\frac1C\right).
$$

Since $\partial_x(1/C)=-C_x/C^2$, this is (1) with $K=D_IC_I^{\rm eq}C_s$. The diffusivity is $D^*(C_s/C)^2$, where $D^*=D_IC_I^{\rm eq}/C_s$. It is large at low concentration because little gold then coexists with a high self-interstitial concentration. The escape of self-interstitials to the surfaces sets the pace.

## First derivation: exchange of variables

### Why concentration is the wrong partner

Where $C$ is monotonic in $x$, one may write $x=x(C,t)$. Then $C_x=1/x_C$. Differentiating $x(C(x,t),t)=x$ in time at fixed $x$ gives $x_CC_t+x_t=0$, so $C_t=-x_t/x_C$. The bracket in (1) becomes $K/(C^2x_C)$, and $\partial_x=(1/x_C)\partial_C$. Multiplying (1) by $-x_C$ gives

$$
x_t=-K\,\partial_C\!\left(\frac{1}{C^2x_C}\right).
$$

If $x$ is doubled at fixed $C$, the left side doubles and the right side halves. A linear equation would keep the two equal. Evaluated on profile (3), the ratio of right to left side is 1.0000 for $x$ and 0.2500 for $2x$.

### The exchange that works

Equation (1) is a conservation law with flux $J=-KC_x/C^2$. A function $M$ can therefore be defined by

$$
M_x=C,\qquad M_t=-J=\frac{K C_x}{C^2}=\frac{K M_{xx}}{M_x^2}. \tag{4}
$$

The two definitions agree because (1) makes their cross derivatives equal. As $C>0$, $M$ rises with $x$ and can be inverted even where $C$ is not monotonic. Differentiating $M(x(M,t),t)=M$ with respect to $M$ and $t$ gives

$$
M_x=\frac1{x_M},\qquad M_t=-\frac{x_t}{x_M}.
$$

The second space derivative follows from $\partial_x=(1/x_M)\partial_M$:

$$
M_{xx}=\frac1{x_M}\,\partial_M\!\left(\frac1{x_M}\right)=-\frac{x_{MM}}{x_M^3}.
$$

Insert these in (4):

$$
-\frac{x_t}{x_M}=K\left(-\frac{x_{MM}}{x_M^3}\right)x_M^2=-K\frac{x_{MM}}{x_M}.
$$

Multiplication by $-x_M$ gives (2). The steps can be reversed: a solution of (2) with $x_M>0$ gives an $M(x,t)$ that obeys (4), and the $x$ derivative of (4) is (1).

A plane of fixed $M$ moves so that no net gold crosses it. Its speed is $J/C$, and (2) gives this speed as $K\,\partial_M(1/C)$. The inverse concentration $x_M$ is the length of crystal per unit amount of gold, and it also obeys the heat equation.

Solutions may therefore be added in $M$. With $K=1$ and sealed walls at $x=0$ and $\pi$, take

$$
\frac1C=1+0.5\,e^{-t}\cos M+0.2\,e^{-4t}\cos 2M .
$$

A direct numerical solution of (1) from the same start agrees with this profile at $t=0.3$ to a relative error of $3.8\times10^{-6}$. The starting profile differs from the final one by up to 19 %.

### The wafer

Put $M=0$ at the centre, where symmetry makes the flux zero. In the empty wafer no amount is accumulated between the faces, while each face acts as an unlimited reservoir. Thus all $M>0$ start at $x=L$ and all $M<0$ at $x=-L$. The solution of (2) that starts from this step is

$$
x=L\operatorname{erf}q,\qquad q=\frac{M}{2\sqrt{Kt}}.
$$

To check it, differentiate, using $q_t=-q/(2t)$ and $q_M=1/(2\sqrt{Kt})$:

$$
x_t=-\frac{Lq\,e^{-q^2}}{\sqrt\pi\,t},\qquad
x_M=\frac{L\,e^{-q^2}}{\sqrt{\pi Kt}},\qquad
x_{MM}=-\frac{Lq\,e^{-q^2}}{\sqrt\pi\,Kt}.
$$

The first equals $K$ times the third. The second gives $C=1/x_M=(\sqrt{\pi Kt}/L)\,e^{q^2}$, and $q=\operatorname{erf}^{-1}(x/L)$ turns this into (3).

As $x\to L$, both $C$ and $M$ diverge. The ideal profile therefore has no finite total dose, although its centre value is finite.

### A second case: half-space with finite surface concentration

Let $x>0$ start at a uniform $C_b<C_s$, with $C(0,t)=C_s$. Choose $M=0$ at the surface at $t=0$. By (4), the surface value of $M$ changes at the rate $-J(0,t)$, so the surface lies at $M=-Q(t)$, where $Q$ is the uptake per area. The problem contains no length, which suggests $Q=2\lambda\sqrt{Kt}$. With $\xi=M/(2\sqrt{Kt})$, a solution of the heat equation for $1/C$ with the right starting value is

$$
\frac1C=\frac1{C_b}+A\operatorname{erfc}\xi,\qquad
A=-\frac{1/C_b-1/C_s}{1+\operatorname{erf}\lambda}.
$$

The value of $A$ follows from $C=C_s$ at $\xi=-\lambda$, because $\operatorname{erfc}(-\lambda)=1+\operatorname{erf}\lambda$. The surface flux must supply the uptake:

$$
\lambda\sqrt{\frac Kt}=\dot Q=K\,\partial_x\!\left(\frac1C\right)=KC_s\,\partial_M\!\left(\frac1C\right)=-\frac{KC_sA\,e^{-\lambda^2}}{\sqrt{\pi Kt}} .
$$

Hence $\lambda=-C_sAe^{-\lambda^2}/\sqrt\pi$. Inserting $A$ gives

$$
\sqrt\pi\,\lambda e^{\lambda^2}(1+\operatorname{erf}\lambda)=\frac{C_s}{C_b}-1 .
$$

The left side rises steadily from zero, so there is one positive root. Integrating $x_M=1/C$ gives the position,

$$
x=2\sqrt{Kt}\left[\frac{\xi}{C_b}+A\left(\xi\operatorname{erfc}\xi-\frac{e^{-\xi^2}}{\sqrt\pi}\right)\right].
$$

No constant is needed. At $\xi=-\lambda$ the bracket is $-\lambda/C_b+\lambda(1/C_b-1/C_s)+\lambda/C_s=0$, by the formulas for $A$ and $\lambda$.

For $C_s/C_b=10$, $\lambda=1.0042$. The uptake divided by $C_s\sqrt{D^*t}$ is then 2.0084, both from $2\lambda$ and from a numerical solution of (1). For ratios $10^2$, $10^4$ and $10^6$, $\lambda$ is 1.68, 2.64 and 3.37. It grows without limit as $C_b\to0$, but only as the square root of a logarithm, since $e^{\lambda^2}$ dominates the left side.

## Second derivation: separation of variables

This route stays with $x$ and $t$. Write (1) as $C_t=-K\,\partial_x^2(1/C)$ and try $C=a(t)/g(x)$, with $g(0)=1$, so that $a$ is the centre value. Then

$$
\frac{a'}{g}=-\frac Ka\,g''\quad\Rightarrow\quad aa'=-K\,gg''.
$$

The left side depends on $t$ alone and the right side on $x$ alone, so both equal a constant, $K\beta$. Filling requires $\beta>0$. With an empty start, $a(0)=0$, the time part is

$$
a^2=2K\beta t .
$$

The space part is $g''=-\beta/g$. Multiply by $g'$ and integrate. Symmetry gives $g'(0)=0$, and $g(0)=1$, so the integration constant vanishes:

$$
\tfrac12 g'^2=-\beta\ln g .
$$

For $x>0$, $g$ falls from 1. Put $g=e^{-q^2}$ with $q\ge0$. Then $g'=-2qq'e^{-q^2}$, while the first integral gives $g'=-\sqrt{2\beta}\,q$. Dividing by $-2q$ for $q>0$,

$$
e^{-q^2}q'=\sqrt{\beta/2}\quad\Rightarrow\quad \frac{\sqrt\pi}{2}\operatorname{erf}q=\sqrt{\beta/2}\;x .
$$

The constant solution $q=0$ is excluded because $g''(0)=-\beta\neq0$. An infinite surface concentration means $g(L)=0$, hence $q\to\infty$ and $\operatorname{erf}q\to1$ at $x=L$. This fixes $\beta$:

$$
\frac{\sqrt\pi}2=\sqrt{\frac\beta2}\,L\quad\Rightarrow\quad\beta=\frac{\pi}{2L^2}.
$$

Therefore $\operatorname{erf}q=x/L$ and $a=\sqrt{2K\beta t}=\sqrt{\pi Kt}/L$. Since $C=a\,e^{q^2}$, this is (3) again, extended to $x<0$ by symmetry.

## What each derivation assumes

To reach (3), both routes use equation (1), one space dimension and an infinite surface concentration. They differ in what else they need and in how far they extend.

The exchange needs $C>0$ and the exponent two, but no particular shape of profile. For a diffusivity $KC^{-m}$, the same algebra gives $x_t=Kx_M^{m-2}x_{MM}$, which is linear for $m=2$ alone. The price is that a surface fixed in $x$ generally moves in $M$, so a finite surface concentration leads to a moving-boundary problem. The half-space has a scaling solution; the finite wafer has a fixed length that breaks this scaling.

Separation assumes that the profile keeps its shape. It therefore gives neither the half-space solution nor the superposed modes. In return it does not rely on linearity. For $m>1$, put $C=af$ and $g=f^{1-m}$. The space equation is then $g''=-\beta g^{-1/(m-1)}$ with a new constant $\beta$, and multiplication by $g'$ again gives a first integral.

Both routes allow $K$ to vary in time: $Kt$ in (3) is replaced by $\int_0^tK\,dt'$. A concentration-independent term added to the diffusivity spoils both. It adds a term proportional to $x_{MM}/x_M^2$ to (2), and it scales differently with $a$ in the separated equation.

### Removing the ideal surface and the empty start

For finite $C_s$ and a uniform start $C_b$, the ideal profile still gives bounds. Let $C_1$ and $C_2$ be positive solutions of (1), with $C_2\ge C_1$ initially and at the edges. With $p=C_1C_2$ and $z=(C_2-C_1)/p=1/C_1-1/C_2$, subtraction gives

$$
(pz)_t=Kz_{xx}.
$$

Put $z=e^{\gamma t}y$, so that $py_t=Ky_{xx}-(p_t+\gamma p)y$, and choose $\gamma$ large enough that $p_t+\gamma p>0$. At a negative minimum of $y$ over space and elapsed time, $y_t\le0$ and $y_{xx}\ge0$, whereas the last term is positive. This is a contradiction, so the order persists. A jump at the start is treated as the limit of smooth starts, and an infinite edge value by stopping just inside the edge.

For an upper bound, take (3) at time $t+t_0$, with $\sqrt{\pi Kt_0}/L=C_b$. It starts at $C_b$ in the centre and above $C_b$ elsewhere. The constant $C_s$ is also an upper bound, so the smaller of the two may be used. For a lower bound at time $T$, take (3) for a wider wafer of half-thickness $L'$, chosen so that

$$
\frac{\sqrt{\pi KT}}{L'}\exp\{[\operatorname{erf}^{-1}(L/L')]^2\}=C_s .
$$

For $|x|\le L$ this profile rises from zero, so just after the start it is positive and below $C_b$. At $x=L$ it grows as $\sqrt t$, so it stays below $C_s$ until $T$.

## Gold in a silicon wafer

Take a 500 µm wafer at 1000 °C, with gold on both faces. Rough values for this case are $C_s=10^{16}$ cm⁻³, $C_I^{\rm eq}=10^{12}$ cm⁻³ and $D_I=3\times10^{-6}$ cm²/s. Then

$$
K=(3\times10^{-6})(10^{12})(10^{16})=3\times10^{22}\ \text{cm}^{-4}\,\text{s}^{-1},
$$

and $D^*=3\times10^{-10}$ cm²/s. With $L=0.025$ cm, the ideal centre value after one hour is

$$
C_m=\frac{\sqrt{\pi(3\times10^{22})(3600)}}{0.025}=7.37\times10^{14}\ \text{cm}^{-3}.
$$

The starting value needs care, because (1) is singular at $C=0$. Before self-interstitials escape, each $\mathrm{Au}_s$ leaves one beside it, so $C_I=C_I^{\rm eq}+C_0$. Mass action then gives

$$
C_0(C_I^{\rm eq}+C_0)=C_sC_I^{\rm eq},\qquad C_0=9.95\times10^{13}\ \text{cm}^{-3}.
$$

A fuller model, in which interstitial gold and self-interstitials both diffuse under local mass action, tests this plateau. With the gold diffusivity raised a thousandfold to separate the time scales, its centre value after 5 s is also $9.95\times10^{13}$ cm⁻³. With the unraised gold diffusivity given below, the two stages overlap: the centre reaches $C_0$ only after about two minutes and shows no plateau. Here $C_0$ is therefore an idealized starting value for (1), not a stage that the wafer passes through.

Using $C_b=C_0$ gives $t_0=66$ s, and one hour requires $L'=255.6$ µm. Equation (1) then has a centre value between $7.21$ and $7.44\times10^{14}$ cm⁻³; its numerical solution gives $7.34\times10^{14}$ cm⁻³. At a depth of 50 µm the bounds are $1.54$ and $1.69\times10^{15}$ cm⁻³, with $1.60\times10^{15}$ cm⁻³ computed. At 5 µm they are loose, $5.8\times10^{15}$ and $1.0\times10^{16}$ cm⁻³: the shifted ideal profile exceeds $C_s$ there, so only $C_s$ itself is left as the upper bound. The finite surface value makes the dose finite: $7.0\times10^{13}$ cm⁻², within bounds of $6.7$ and $7.9\times10^{13}$ cm⁻².

At 15 min the computed centre value, $3.74\times10^{14}$ cm⁻³, lies above the ideal $3.68\times10^{14}$ cm⁻³; at 240 min it lies below, $1.45$ against $1.47\times10^{15}$ cm⁻³. By the ordering argument, a nonzero start cannot lower the profile and a finite surface value cannot raise it. The first effect therefore outweighs the second at 15 min, and the second outweighs the first at 240 min. Between 60 and 240 min the centre value computed from (1) grows as $t^{0.49}$, close to the ideal square root.

The bounds belong to equation (1), not to the fuller kick-out model. With rough values $C_i^{\rm eq}=10^{14}$ cm⁻³ and $D_i=10^{-5}$ cm²/s for interstitial gold, that model gives $6.9\times10^{14}$ cm⁻³ at the centre after one hour. This is 6 % below the solution of (1) and outside its bounds. The difference combines self-interstitial storage with the finite gold supply. At 15 min the same model gives $3.2\times10^{14}$ cm⁻³, below even the ideal value, so the excess over the ideal value that (1) gives at that time does not appear in the fuller model. The storage ratio is near one at $C_0$ but has fallen to 0.019 at the centre after one hour. When $C_I^{\rm eq}$ is divided by 100 and both diffusivities are multiplied by 100, $K$ is unchanged and both effects weaken. The fuller model then gives $7.30\times10^{14}$ cm⁻³, against $7.31\times10^{14}$ cm⁻³ from (1) started at $10^{13}$ cm⁻³. This tests the inverse-square law without assuming it.

In real wafers, vacancies and dislocations also absorb self-interstitials. A vacancy path with $D_VC_V^{\rm eq}=D_IC_I^{\rm eq}$, a rough equality, adds $D^*$ to the diffusivity and raises the one-hour centre value by 1.3 %. Dislocations at $10^3$ cm⁻², treated as a uniform distribution of ideal sinks with a 1 nm core radius, raise it by 7 %. Their mean spacing is then about 0.3 mm, comparable with the wafer thickness, so this figure is a rough average over position. Such a density is far above that of a dislocation-free wafer, but slip during processing can introduce dislocations. Each change was made alone, with all else fixed. The intrinsic carrier density at 1000 °C, about $6\times10^{18}$ cm⁻³ for a rough gap of 0.8 eV and free-electron masses, is several hundred times $C_s$, so gold itself hardly shifts the Fermi level. Regions doped near or above that density can have a different gold solubility, and a single constant $K$ then fails. The input values are themselves uncertain: since $C_m\propto\sqrt K$, a factor of two in $K$ changes the ideal centre value by a factor of 1.4, more than any correction to the centre value found above for times of 15 min and longer. Near the faces the finite surface concentration matters more: at a depth of 5 µm after one hour, the ideal profile is too high by a factor of 1.8. The numerical output below lists the bounds at the other depths and times.

## Computed results

```
x-C exchange, right/left side: x 1.0000, 2x 0.2500
two-mode profile: largest relative error 3.8e-06
two-mode profile: largest relative change in run 0.191
half-space C_s/C_b = 10: lambda = 1.0042
  uptake/(C_s sqrt(D* t)): formula 2.0084, numerical 2.0084
  largest relative profile error 9.7e-06
lambda for C_s/C_b = 1e+02: 1.6793
lambda for C_s/C_b = 1e+04: 2.6408
lambda for C_s/C_b = 1e+06: 3.3669
temperature 1273.15 K, thickness 500 um
C_s = 1.0e+16 cm^-3, C_I^eq = 1.0e+12 cm^-3, D_I = 3.0e-06 cm^2/s
Au_i: C_i^eq = 1.0e+14 cm^-3, D_i = 1.0e-05 cm^2/s
K = 3.000e+22 cm^-4 s^-1, D* = 3.000e-10 cm^2/s
starting value C_0 = 9.950e+13 cm^-3, time shift t_0 = 65.7 s
full model plateau at 5 s, fast Au_i: 9.946e+13 cm^-3
centre concentration in cm^-3: ideal, lower, numerical, upper
  15 min: 3.684e+14 3.647e+14 3.742e+14 3.816e+14
  60 min: 7.368e+14 7.207e+14 7.342e+14 7.435e+14
  240 min: 1.474e+15 1.404e+15 1.446e+15 1.477e+15
growth power of centre value, 60 to 240 min: 0.489
L' at 60 min = 255.58 um (L = 250 um)
profile at 60 min in cm^-3: depth, lower, numerical, upper
  5 um: 5.770e+15 6.051e+15 1.000e+16
  25 um: 2.419e+15 2.531e+15 2.876e+15
  50 um: 1.542e+15 1.596e+15 1.690e+15
  100 um: 1.007e+15 1.033e+15 1.059e+15
  250 um: 7.207e+14 7.342e+14 7.435e+14
dose at 60 min in cm^-2: lower 6.742e+13, numerical 6.962e+13, upper 7.893e+13
limit test, centre: full 7.301e+14, reduced 7.307e+14 cm^-3
storage ratio C_s C_I^eq/C^2 at centre, 60 min: 0.0186
full model, centre at 60 min: 6.871e+14 cm^-3 (-6.4 %)
vacancy path, D_V C_V^eq/(D_I C_I^eq) = 1.0: 7.436e+14 cm^-3 (+1.3 %)
dislocations 1e+03 cm^-2, core radius 1 nm: 7.857e+14 cm^-3 (+7.0 %)
intrinsic carriers, rough gap 0.8 eV: 5.7e+18 cm^-3, n_i/C_s = 573
```
